# Six determinants of minimal-basis H2 and the open-shell singlet-triplet gap

## Problem

The hydrogen molecule is described with one real, normalized 1s-type function on each nucleus, $\chi_A$ and $\chi_B$, with overlap $s=\langle\chi_A|\chi_B\rangle$ and $0<s<1$. Symmetry fixes two orthonormal molecular orbitals, one bonding and one antibonding:

$$\varphi_1=\frac{\chi_A+\chi_B}{\sqrt{2(1+s)}},\qquad \varphi_2=\frac{\chi_A-\chi_B}{\sqrt{2(1-s)}} .$$

The nuclei are fixed at distance $R$. In atomic units the electronic Hamiltonian is

$$H=h(1)+h(2)+\frac{1}{r_{12}},$$

where $h$ contains the kinetic energy of one electron and its attraction to both nuclei. $H$ does not act on spin. The nuclear repulsion $1/R$ is a constant, to be added to every total energy.

Write $h_{pq}=\langle\varphi_p|h|\varphi_q\rangle$ and

$$(pq|rs)=\iint \varphi_p(\mathbf r_1)\varphi_q(\mathbf r_1)\frac{1}{r_{12}}\varphi_r(\mathbf r_2)\varphi_s(\mathbf r_2)\,d^3r_1\,d^3r_2 ,$$

with the Coulomb integral $J_{pq}=(pp|qq)$ and the exchange integral $K_{pq}=(pq|pq)$. The symbol $p$ stands for the spin orbital $\varphi_p\alpha$, and $\bar p$ for $\varphi_p\beta$.

**(a)** List the two-electron determinants and find the energy expectation value of each.

**(b)** Show that the singlet and triplet states of the configuration with one electron in each orbital differ in energy by $2K_{12}$. Which lies lower?

**(c)** Evaluate the energies for $R=1.4$ bohr in the STO-3G basis.

## Hints

1. A determinant is fixed by which two of the four spin orbitals are occupied.
2. Write out the two terms of each determinant. Since $H$ is unchanged when the electron labels are swapped, the four terms of a matrix element are equal in pairs.
3. Integrate over spin before space. Many integrals vanish at that point.
4. For part (b), check whether $|1\bar2\rangle$ is a spin eigenfunction. If it is not, find out which determinant it must be combined with.
5. For the sign of the gap, read $K_{12}$ as the electrostatic energy of a charge density interacting with itself.

## Solution

### A matrix element for any two determinants

The normalized determinant built from orthonormal spin orbitals $a$ and $b$ is

$$|ab\rangle=\frac{1}{\sqrt2}\left[a(1)b(2)-b(1)a(2)\right].$$

The matrix element $\langle ab|H|cd\rangle$ has a prefactor $\tfrac12$ and four terms. Swapping the labels 1 and 2 turns the term with $b(1)a(2)$ on the left and $d(1)c(2)$ on the right into the one with $a(1)b(2)$ and $c(1)d(2)$. These two are equal and both carry a plus sign. The two cross terms are likewise equal and carry a minus sign. The factor 2 cancels the prefactor:

$$\langle ab|H|cd\rangle=\langle a(1)b(2)|H|c(1)d(2)\rangle-\langle a(1)b(2)|H|d(1)c(2)\rangle .$$

In a one-electron term, the electron on which $h$ does not act contributes an overlap. Therefore

$$\langle ab|H|cd\rangle=h_{ac}\delta_{bd}+\delta_{ac}h_{bd}-h_{ad}\delta_{bc}-\delta_{ad}h_{bc}+\langle ab|r_{12}^{-1}|cd\rangle-\langle ab|r_{12}^{-1}|dc\rangle. \tag{1}$$

In the last two terms the bras and kets are simple products, with electron 1 in the first place and electron 2 in the second. Such an integral vanishes unless the spins match electron by electron. If they match, $\langle ab|r_{12}^{-1}|cd\rangle$ equals $(ac|bd)$ over the spatial orbitals. A one-electron element such as $h_{ac}$ also vanishes unless $a$ and $c$ have the same spin.

### (a) The six energies

Two spin orbitals can be chosen from four in $4\cdot3/2=6$ ways:

$$|1\bar1\rangle,\quad |2\bar2\rangle,\quad |12\rangle,\quad |\bar1\bar2\rangle,\quad |1\bar2\rangle,\quad |\bar12\rangle .$$

For a diagonal element set $c=a$ and $d=b$ in (1). Since $a\neq b$, the terms with $\delta_{bc}$ and $\delta_{ad}$ vanish, leaving

$$E_{ab}=h_{aa}+h_{bb}+\langle ab|r_{12}^{-1}|ab\rangle-\langle ab|r_{12}^{-1}|ba\rangle. \tag{2}$$

The first repulsion term always passes the spin test and gives a Coulomb integral $J$. In the second, electron 1 has the spin of $a$ on the left and of $b$ on the right, so it gives an exchange integral $K$ for parallel spins and zero for opposite spins.

*Closed shells.* The spins are opposite and both electrons occupy the same spatial orbital:

$$E(1\bar1)=2h_{11}+J_{11},\qquad E(2\bar2)=2h_{22}+J_{22}.$$

The repulsion is counted once, because there is one pair of electrons.

*Parallel spins.* Exchange survives:

$$E(12)=E(\bar1\bar2)=h_{11}+h_{22}+J_{12}-K_{12}.$$

*Opposite spins in different orbitals.* Exchange vanishes:

$$E(1\bar2)=E(\bar12)=h_{11}+h_{22}+J_{12}.$$

Adding $1/R$ to each gives the total energies.

### (b) The open-shell singlet and triplet

The determinant energies with one electron in each orbital differ by $K_{12}$, not $2K_{12}$. The missing part comes from the coupling between $|1\bar2\rangle$ and $|\bar12\rangle$.

Set $a=1$, $b=\bar2$, $c=\bar1$, $d=2$ in (1). No spin orbital is common to the two determinants, so every $\delta$ is zero and the one-electron terms vanish. The first repulsion term vanishes because electron 1 has spin $\alpha$ on the left and $\beta$ on the right. In the second, the right-hand product is $2(1)\bar1(2)$ and the spins match:

$$\langle1\bar2|H|\bar12\rangle=0-(12|21)=-K_{12}.$$

The last equality uses $(12|21)=(12|12)$, valid because the orbitals are real. With $E_0=h_{11}+h_{22}+J_{12}$, the block of $H$ in these two determinants is

$$\begin{pmatrix}E_0&-K_{12}\\-K_{12}&E_0\end{pmatrix}.$$

Acting on $(1,1)/\sqrt2$ it gives the eigenvalue $E_0-K_{12}$, and on $(1,-1)/\sqrt2$ it gives $E_0+K_{12}$.

To identify the spins, write out the combinations. In each product the first factor belongs to electron 1:

$$\frac{|1\bar2\rangle+|\bar12\rangle}{\sqrt2}=\tfrac12(\varphi_1\varphi_2-\varphi_2\varphi_1)(\alpha\beta+\beta\alpha),$$

$$\frac{|1\bar2\rangle-|\bar12\rangle}{\sqrt2}=\tfrac12(\varphi_1\varphi_2+\varphi_2\varphi_1)(\alpha\beta-\beta\alpha).$$

The total spin operator, in units of $\hbar^2$, is

$$S^2=s_1^2+s_2^2+2s_{1z}s_{2z}+s_{1+}s_{2-}+s_{1-}s_{2+}.$$

On $\alpha\beta$ the first two terms give $\tfrac34+\tfrac34$, the third gives $-\tfrac12$, and the last two together give $\beta\alpha$. Hence $S^2\alpha\beta=\alpha\beta+\beta\alpha$, and $S^2\beta\alpha$ is the same function. It follows that

$$S^2(\alpha\beta+\beta\alpha)=2(\alpha\beta+\beta\alpha),\qquad S^2(\alpha\beta-\beta\alpha)=0 .$$

Since $S(S+1)=2$ means $S=1$, the plus combination is a triplet state and the minus combination is a singlet. The determinants $|12\rangle$ and $|\bar1\bar2\rangle$ have the same antisymmetric spatial function as the plus combination, with spin functions $\alpha\alpha$ and $\beta\beta$. They are the other two members of the triplet, which explains why their energy is also $E_0-K_{12}$. The gap is

$$E_S-E_T=(E_0+K_{12})-(E_0-K_{12})=2K_{12}. \tag{3}$$

A single determinant $|1\bar2\rangle$ is an equal mixture of singlet and triplet, with $\langle S^2\rangle=\tfrac12\cdot0+\tfrac12\cdot2=1$. Its energy $E_0$ lies midway between theirs.

**Sign of the gap.** Let $\rho=\varphi_1\varphi_2$, a real function, with Fourier transform $\tilde\rho(\mathbf k)=\int\rho(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$. Inserting

$$\frac1{r_{12}}=\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}e^{i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)}$$

into $K_{12}$ gives

$$K_{12}=\frac{1}{2\pi^2}\int\frac{|\tilde\rho(\mathbf k)|^2}{k^2}\,d^3k>0 .$$

The integrand is nowhere negative, and $\rho$ is not identically zero. The triplet therefore lies below the open-shell singlet built from the same orbitals.

**Physical meaning.** Both states have the same one-electron energy $h_{11}+h_{22}$, so the gap is entirely a difference in electron repulsion. The triplet spatial function vanishes where $\mathbf r_1=\mathbf r_2$; the singlet function does not vanish there in general. This reading holds only while both states are built from the same two orbitals. When each state may adjust its orbitals, the order of the repulsions can reverse: full configuration interaction in aug-cc-pVTZ at $R=1.4$ bohr gives $\langle r_{12}^{-1}\rangle\approx0.28$ hartree for the singlet and $0.35$ hartree for the triplet, and the triplet still lies lower. In terms of the atomic functions,

$$\varphi_1\varphi_2-\varphi_2\varphi_1\propto\chi_B\chi_A-\chi_A\chi_B,\qquad \varphi_1\varphi_2+\varphi_2\varphi_1\propto\chi_A\chi_A-\chi_B\chi_B .$$

The triplet has one electron in each atomic function. The singlet has both electrons in the same one, which is an ionic arrangement. The product of the two orbitals is

$$\varphi_1\varphi_2=\frac{\chi_A^2-\chi_B^2}{2\sqrt{1-s^2}} .$$

Putting this into $K_{12}$, and using the equality of the two atoms, gives

$$2K_{12}=\frac{(AA|AA)-(AA|BB)}{1-s^2}.$$

At large $R$ the overlap vanishes and $(AA|BB)$ tends to $1/R$. The gap then approaches $(AA|AA)-1/R$: the cost of placing two electrons in one fixed atomic function, reduced by the attraction between the resulting ions. A fixed function overstates this cost. In STO-3G $(AA|AA)=0.7746$ hartree, so the gap at $R=8$ bohr is $0.65$ hartree, whereas full configuration interaction in aug-cc-pVTZ with further diffuse s and p functions gives $0.34$ hartree.

### (c) Numbers for $R=1.4$ bohr

All energies are in hartree. They are rounded from the check's output, so a sum of rounded entries can differ by one in the last digit. The integrals are

- $h_{11}=-1.2528$ and $h_{22}=-0.4756$;
- $J_{11}=0.6746$, $J_{22}=0.6975$ and $J_{12}=0.6636$;
- $K_{12}=0.1813$.

The electronic energies follow:

$$\begin{aligned}
E(1\bar1)&=2(-1.2528)+0.6746=-1.8310,\\
E(2\bar2)&=2(-0.4756)+0.6975=-0.2537,\\
E(1\bar2)=E(\bar12)&=-1.2528-0.4756+0.6636=-1.0648,\\
E(12)=E(\bar1\bar2)&=-1.0648-0.1813=-1.2461.
\end{aligned}$$

With $1/R=0.7143$ the total energy of $|1\bar1\rangle$ is $-1.1167$, in agreement with a separate Hartree-Fock calculation in the same basis. In aug-cc-pVTZ the Hartree-Fock energy is $-1.1330$.

The open-shell singlet lies at $-1.0648+0.1813=-0.8836$, after rounding. The gap is

$$E_S-E_T=-0.8836-(-1.2461)=0.3625\ \text{hartree},$$

or about 9.9 eV. This is a vertical gap, at fixed nuclei, within a basis of two orbitals. It is far from converged and is not a prediction of the measured spectrum. Full configuration interaction at the same distance puts the lowest dipole-allowed $\Sigma_u$ singlet 4.6 eV above the lowest triplet in 6-31G, 2.8 eV in cc-pVTZ and 2.1 eV in aug-cc-pVTZ. The diffuse functions added in the last step lower mainly the singlet.

The numerical check builds $H$ for two distinguishable electrons and applies it to explicitly antisymmetrized vectors, so it does not presuppose the formulas above.

## Variation 1: do the closed-shell determinants mix?

*Find the energies that result when $|1\bar1\rangle$ and $|2\bar2\rangle$ are allowed to mix.*

Set $a=1$, $b=\bar1$, $c=2$, $d=\bar2$ in (1). The one-electron terms vanish because no spin orbital is shared. The spins match in the first repulsion term but not in the second:

$$\langle1\bar1|H|2\bar2\rangle=(12|12)=K_{12}.$$

The same integral that splits the open shell couples the closed shells. Diagonalizing the $2\times2$ block gives

$$E_\pm=\frac{E(1\bar1)+E(2\bar2)}2\pm\sqrt{\left(\frac{E(2\bar2)-E(1\bar1)}2\right)^2+K_{12}^2}.$$

At $R=1.4$ bohr the mean is $-1.0424$ and half the difference is $0.7886$. The square root is $\sqrt{0.7886^2+0.1813^2}=0.8092$, so $E_-=-1.8516$ and, after rounding, $E_+=-0.2331$ hartree. The lower state lies $0.0206$ hartree below the single determinant $|1\bar1\rangle$. This is the correlation energy available in the minimal basis at this distance; in aug-cc-pVTZ it is $0.0396$ hartree, about twice as large. The closed-shell energies of part (a) are thus expectation values, not eigenvalues.

## Variation 2: does the gap formula need the symmetry of H2?

*Replace $\varphi_1,\varphi_2$ by another real orthonormal pair without inversion symmetry. What remains of (3)?*

The derivation of (3) used only that the orbitals are real and orthonormal. The difference between the energy expectation values of the two open-shell states is still $2K_{12}$, with $K_{12}$ computed from the new orbitals. What can change is whether the singlet is an eigenstate, since it may couple to the closed shells. From (1),

$$\langle1\bar1|H|1\bar2\rangle=h_{12}+(11|12),\qquad \langle1\bar1|H|\bar12\rangle=-h_{12}-(11|12).$$

The minus sign in the second element arises because the shared spin orbital $\bar1$ stands in a different position in the two determinants. For the singlet $|S\rangle=(|1\bar2\rangle-|\bar12\rangle)/\sqrt2$ the two contributions add:

$$\langle1\bar1|H|S\rangle=\sqrt2\,[h_{12}+(11|12)].$$

In the triplet combination they cancel. By the same steps, $\langle2\bar2|H|S\rangle=\sqrt2\,[h_{12}+(22|12)]$.

For the symmetry orbitals of H2, inversion through the bond midpoint changes the sign of $\varphi_2$ but not of $\varphi_1$ or $H$. Each of these integrals contains $\varphi_2$ an odd number of times and must vanish. The open-shell singlet is then an eigenstate within the minimal basis, and $2K_{12}$ is a difference of eigenvalues.

Now rotate the pair by $0.4$ rad:

$$\varphi_1'=\cos(0.4)\,\varphi_1+\sin(0.4)\,\varphi_2,\qquad \varphi_2'=-\sin(0.4)\,\varphi_1+\cos(0.4)\,\varphi_2 .$$

The gap between expectation values is $2K_{12}'=0.1875$ hartree, as the formula requires, but the coupling of the singlet to $|1'\bar1'\rangle$ has magnitude $0.5202$ hartree. The triplet is unaffected, because

$$\varphi_1'\varphi_2'-\varphi_2'\varphi_1'=(\cos^2 0.4+\sin^2 0.4)(\varphi_1\varphi_2-\varphi_2\varphi_1).$$

The singlet expectation value is therefore $-1.2461+0.1875=-1.0586$ hartree, which is not one of the eigenvalues. For such orbitals, the singlet energies of the model follow only after the open-shell singlet has been mixed with the closed shells.

## Computed values

```
H2, STO-3G basis; energies in hartree unless stated
bond length R = 1.4 bohr
atomic-orbital overlap = 0.659318
nuclear repulsion 1/R = 0.714286
h11 = -1.252797
h22 = -0.475602
J11 = 0.674594
J22 = 0.697495
J12 = 0.663564
K12 = 0.181258
K12 from Fourier quadrature = 0.181258
determinant: electronic energy, total energy
|1a 1b>: -1.831000, -1.116714
|2a 2b>: -0.253709, 0.460576
|1a 2a>: -1.246093, -0.531808
|1b 2b>: -1.246093, -0.531808
|1a 2b>: -1.064835, -0.350550
|1b 2a>: -1.064835, -0.350550
separate Hartree-Fock total energy = -1.116714
coupling <1a 2b|H|1b 2a> = -0.181258
coupling <1a 1b|H|2a 2b> = 0.181258
<S^2> of |1a 2b> = 1.000 (units of hbar^2)
triplet electronic energy = -1.246093
open-shell singlet electronic energy = -0.883577
singlet-triplet gap = 0.362516
2 K12 = 0.362516
singlet-triplet gap = 9.865 eV
six eigenvalues of the full determinant matrix (electronic):
-1.851562, -1.246093, -1.246093, -1.246093, -0.883577, -0.233148
orbital rotation angle for the scope test = 0.4 rad
rotated orbitals: 2 K12 = 0.187534
rotated orbitals: configuration gap = 0.187534
rotated orbitals: |<1a 1b|H|singlet>| = 0.520208
```
